# Thermal and Dingle Damping of Shubnikov-de Haas Oscillations: Mass and Quantum Lifetime

## Two decays that look alike

In a model channel with \(m=0.07\) electron masses, the relative resistance oscillation at Landau filling 60 has amplitude 0.0292 at \(kT=0.5\times10^{-4}\) eV. When \(kT\) triples, it falls to 0.0046. If instead the lower temperature is kept and the field is reduced from filling 50 to filling 72, the amplitude falls from 0.0693 to 0.0102. Both changes are reductions by a factor between six and seven. The first contains the cyclotron mass; the second mixes the mass with the quantum lifetime. How can the two be separated?

I use atomic units with carrier charge of magnitude 1. The gas is two-dimensional and uniform, with a parabolic band, density \(n\) and combined spin and valley degeneracy \(g\). With magnetic length \(\ell\),

\[
B=\frac1{\ell^2},\qquad \omega_c=\frac{B}{m}=\frac1{m\ell^2},\qquad E_F=\frac{2\pi n}{gm}.
\]

The filling is \(j=2\pi n\ell^2\), so \(E_F/\omega_c=j/g\). The example has \(g=2\).

## Simple case: the density of states

Each Landau level \(E_N=(N+\tfrac12)\omega_c\) holds \(g/(2\pi\ell^2)\) states per area, and the zero-field density of states is \(gm/2\pi\). Their ratio is \(\omega_c\). The density of states relative to zero field is therefore

\[
\nu(E)=\omega_c\sum_N L(E-E_N),\qquad L(u)=\frac{\Gamma_0/\pi}{u^2+\Gamma_0^2},\qquad \Gamma_0=\frac1{2\tau_q}.
\]

The half width is \(1/(2\tau_q)\) because a state's probability decays as \(e^{-t/\tau_q}\), and its amplitude as \(e^{-t/2\tau_q}\). This defines the quantum lifetime \(\tau_q\).

For \(E\gg\omega_c,\Gamma_0\) the ladder may be extended to negative \(N\). Poisson summation then gives

\[
\nu(E)=\sum_{s=-\infty}^{\infty}(-1)^s\int dy\,\omega_cL(E-\omega_cy)\,e^{2\pi isy},
\]

where \((-1)^s\) comes from the half-integer offset. Put \(u=E-\omega_cy\) and use \(\int L(u)e^{-iqu}du=e^{-\Gamma_0|q|}\) with \(q=2\pi s/\omega_c\):

\[
\nu=1+2\sum_{s\ge1}(-1)^sD^s\cos\frac{2\pi sE}{\omega_c},\qquad D=e^{-\lambda},\quad \lambda=\frac{\pi}{\omega_c\tau_q}.
\]

As \(\tau_q\to0\) the oscillation disappears; as \(\tau_q\to\infty\) the sharp levels return. A direct level sum tests the series.

## From states to resistance

A collision with momentum transfer \(q\) leaves the carrier's position unchanged but moves its guiding centre by \(\ell^2q\). In two dimensions the diffusion constant is one quarter of the rate-weighted squared step. For elastic scattering \(q^2=2k^2(1-\cos\theta)\), and the zero-field rate weighted by \(1-\cos\theta\) is \(1/\tau_{tr}\). The golden rule multiplies this rate by the density of final states, \(\nu\). Hence

\[
D_{\rm gc}(E)=\frac14\,\ell^4\,\frac{2k^2}{\tau_{tr}}\,\nu=\frac{\ell^4k^2}{2\tau_{tr}}\,\nu .
\]

This assumes independent collisions and \(\omega_c\tau_{tr}\gg1\), so that guiding centres are well defined. The Einstein relation supplies a second factor \(\nu\), from the states available to carry current:

\[
\sigma_{xx}(E)=\frac{gm}{2\pi}\,\nu\,D_{\rm gc}
=\frac{gk^2}{4\pi}\,\frac{m\ell^4}{\tau_{tr}}\,\nu^2
=\frac nB\,\frac{\nu^2}{\omega_c\tau_{tr}}.
\]

The last step uses \(gk^2/4\pi=n\) near the Fermi energy, which needs \(kT\ll E_F\).

A self-consistent Kubo calculation tests this law for short-range disorder, where \(\tau_{tr}=\tau_q=\tau\). At \(\omega_c\tau=30\) the largest difference is 2.1% of the peak conductivity. That test has well separated levels; for overlapping levels in smooth disorder the law rests on the argument above.

To leading order \(|\sigma_{xy}|=n/B\). Inverting the conductivity tensor gives

\[
\rho_{xx}=\frac{\langle\sigma_{xx}\rangle}{\langle\sigma_{xx}\rangle^2+\sigma_{xy}^2}
\simeq\frac{B^2}{n^2}\langle\sigma_{xx}\rangle=\rho_0\langle\nu^2\rangle,\qquad \rho_0=\frac m{n\tau_{tr}},
\]

provided \(\sigma_{xx}/(n/B)=\nu^2/(\omega_c\tau_{tr})\) is small. For weak oscillations, \(\nu\approx1\), the neglected terms are of relative order \((\omega_c\tau_{tr})^{-2}\). At the centre of a well separated level with short-range disorder the ratio is about \(2/\pi\) however large \(\omega_c\tau\) is, and this step fails there. Brackets denote the average over energy with weight \(-f'(E)\), where \(f\) is the Fermi function.

To first order in \(D\), \(\nu^2\simeq1-4D\cos(2\pi E/\omega_c)\). The factor 4 is thus 2 from Poisson summation times 2 from squaring \(\nu\).

## Adding temperature

Let \(y=(E-\mu)/kT\) and \(b=2\pi kT/\omega_c\). The odd part of the average vanishes, leaving \(\cos(2\pi\mu/\omega_c)\) times

\[
J=\int_{-\infty}^{\infty}h(y)e^{iby}dy,\qquad h(y)=\frac{e^y}{(1+e^y)^2}.
\]

Since \(h(y+2\pi i)=h(y)\), the same integral along the line raised by \(2\pi i\) equals \(e^{-2\pi b}J\). Between the lines lies a double pole at \(y=i\pi\). With \(y=i\pi+u\),

\[
h=-\frac1{4\sinh^2(u/2)}=-\frac1{u^2}+\dots,\qquad e^{iby}=e^{-\pi b}(1+ibu+\dots),
\]

so the residue is \(-ib\,e^{-\pi b}\). Therefore

\[
J(1-e^{-2\pi b})=2\pi b\,e^{-\pi b}
\quad\Rightarrow\quad
J=\frac{X}{\sinh X},\qquad X=\pi b=\frac{2\pi^2kT}{\omega_c}.
\]

With \(\mu=E_F\), the leading result is

\[
\boxed{\frac{\Delta\rho_{xx}}{\rho_0}=-A\cos\frac{2\pi E_F}{\omega_c},\qquad
A=4\,e^{-\pi/(\omega_c\tau_q)}\frac{X}{\sinh X}.}
\]

For \(X\ll1\), thermal damping is \(1-X^2/6\). For \(X\gg1\) it is \(2Xe^{-X}\), and the combined exponent is

\[
X+\lambda=\frac{2\pi^2}{\omega_c}\,(kT+kT_D),\qquad kT_D=\frac1{2\pi\tau_q}.
\]

The Dingle temperature \(T_D\) thus acts like an added temperature in the exponent, but not in the prefactor \(X\).

## Adding spin splitting and fixed density

The Zeeman energy is \(\pm g^*B/4\), since the Bohr magneton is \(1/2\). Divided by \(\omega_c=B/m\), it shifts the phase by \(\pm\pi g^*m/2\). For two equal, independently conducting spin channels,

\[
\tfrac12\left[\cos(\varphi+\delta)+\cos(\varphi-\delta)\right]=\cos\delta\cos\varphi,\qquad \delta=\frac{\pi g^*m}2 .
\]

The amplitude is multiplied by \(|\cos(\pi g^*m/2)|\). For \(g^*=2\), \(m=0.2\) the tested factor is 0.809. If \(g^*\) does not depend on field, this moves the Dingle intercept and leaves its slope unchanged. At \(g^*m=1\) the first harmonic vanishes and the method fails. The example has \(g^*=0\).

A channel with a distant gate is closer to fixed density than to fixed chemical potential, because the gate capacitance per area is then small compared with the density of states \(gm/2\pi\). Integrating \(\nu\) to first order and averaging thermally gives the density condition

\[
E_F=\mu-\frac{\omega_cD}{\pi}\frac X{\sinh X}\sin\frac{2\pi\mu}{\omega_c}.
\]

Hence, with \(\varphi=2\pi E_F/\omega_c\),

\[
\mu-E_F\simeq\frac{\omega_cD}{\pi}\frac X{\sinh X}\sin\varphi .
\]

The phase becomes \(\varphi+\epsilon\sin\varphi\), with \(\epsilon=2DX/\sinh X\), and

\[
\cos(\varphi+\epsilon\sin\varphi)\simeq\cos\varphi-\frac\epsilon2(1-\cos2\varphi).
\]

The correction is a constant plus a second harmonic, so the leading first harmonic survives. At \(\lambda=4\), \(kT/\omega_c=0.05\), a numerical solution gives a quarter-period shift of \(0.00495\,\omega_c\), against 0.00498 from the formula. The first harmonic changes by \(-0.35\%\). For \(g=2\), integer filling means \(\varphi=\pi j\), where the shift vanishes.

## How small must the oscillations be?

For fixed Lorentzian levels, the coefficient of \(e^{is\varphi}\) in \(\nu\) is \((-D)^{|s|}\). The first coefficient of \(\nu^2\) is

\[
\sum_k(-D)^{|k|+|1-k|}=-2D(1+D^2+D^4+\dots)=-\frac{2D}{1-D^2}.
\]

The cosine amplitude is twice its magnitude, \(4D/(1-D^2)\).

In self-consistent broadening, the level width follows the density of states. Write the self-energy as \(\Sigma=-i\Gamma_0S\), so \(\nu={\rm Re}\,S\), and let \(z=E-\Sigma\). Then

\[
\Sigma=\frac{\Gamma_0\omega_c}{\pi}\sum_N\frac1{z-E_N}=-\Gamma_0\tan\frac{\pi z}{\omega_c}
\quad\Rightarrow\quad S=\frac{1-v}{1+v},\quad v=e^{2\pi iz/\omega_c}.
\]

Because \(2\pi\Gamma_0/\omega_c=\lambda\), we have \(v=u\,e^{\lambda(1-S)}\), with \(u=De^{2\pi iE/\omega_c}\). Insert \(1-S=2v+O(v^2)\):

\[
v=u+2\lambda u^2+O(u^3),\qquad S=1-2v+2v^2+\dots=1-2u+(2-4\lambda)u^2+O(u^3).
\]

Squaring \({\rm Re}\,S\), the product of first and second harmonics returns a first harmonic:

\[
-4D+(-2D)(2-4\lambda)D^2=-4D\left[1+(1-2\lambda)D^2\right],
\]

up to higher orders. At \(\lambda=4\), \(D=0.0183\), the computed ratio to \(4D\) is 0.9976 for self-consistent levels and 1.0003 for Lorentzian levels. The correction depends on the broadening model; the leading term is common to both.

The ratio of second to first harmonic in \(\nu\) has magnitude \((2\lambda-1)D=7\times0.0183=0.13\) here, before thermal damping. For self-consistent levels with large \(\lambda\), a nearly sinusoidal \(\nu\) therefore requires \(2\lambda D\ll1\), a stronger condition than \(D\ll1\).

## First extraction: the mass

The example has \(n=6.0\times10^{-5}\) Å\(^{-2}\), \(\hbar/\tau_q=1.00\times10^{-3}\) eV and \(E_F=0.02052\) eV. Over the fillings used, \(\omega_c\tau_q\) lies between 0.57 and 0.82, so the condition \(\omega_c\tau_{tr}\gg1\) of the derivation requires \(\tau_{tr}\gg\tau_q\), that is, mainly small-angle scattering. The traces are \(\rho_0\langle\nu^2\rangle\), with self-consistent \(\nu\) and numerical thermal averaging. They test the amplitude extraction, but not the tensor inversion.

At integer filling the cosine alternates between \(+1\) and \(-1\). With \(r_j=\rho_{xx}/\rho_0\), the amplitude is read as

\[
A_j=\frac{|10r_j-4(r_{j-1}+r_{j+1})-(r_{j-2}+r_{j+2})|}{16}.
\]

A constant background gives \(10-8-2=0\), and a linear one cancels by symmetry. A curved background does not cancel: \(cj^2\) contributes \(-c\), which raises or lowers \(A_j\) according to the parity of \(j\). A constant alternating signal gives \((10+8-2)/16=1\). For an envelope \(e^{-\alpha j}\), the \(\alpha^2\) terms from the two neighbour pairs cancel as well.

At filling 60, \(\omega_c=2E_F/60=6.84\times10^{-4}\) eV. For \(kT=0.5\times10^{-4}\) eV,

\[
X=\frac{2\pi^2(0.5\times10^{-4})}{6.84\times10^{-4}}=1.443,\qquad
\lambda=\frac{\pi(1.00\times10^{-3})}{6.84\times10^{-4}}=4.59 .
\]

Thus \(A=4e^{-4.59}\times0.722=0.029\), as found in the trace.

At fixed field, a temperature-independent Dingle factor cancels from amplitude ratios:

\[
\frac{A(T_1)}{A(T_2)}=\frac{X_1\sinh X_2}{X_2\sinh X_1}.
\]

Between the lowest and highest temperatures, \(X\) goes from 1.443 to 4.329 and the formula gives 6.33. The trace gives \(0.029236/0.004619=6.33\). In practice \(m\) is unknown, and is chosen to make \(\ln(A\sinh X/kT)\) as constant as possible over all temperatures. No lifetime enters.

The fitted masses at fillings 52, 60 and 68 are 0.0701, 0.0700 and 0.0700, with mean 0.07004. The largest deviation is at the strongest field. I conjecture that residual higher harmonics cause it, since \(D\) is largest there.

## Second extraction: the lifetime

With the mass known, remove thermal damping and plot against \(\ell^2\):

\[
\ln\frac{A\sinh X}{4X}=-\frac{\pi m}{\tau_q}\,\ell^2 .
\]

The slope gives \(m/\tau_q\), not \(\tau_q\) alone. From filling 50 to 72, \(\ell^2\) rises from 132629 to 190986 Å\(^2\), and the logarithm falls from \(-3.8245\) to \(-5.5115\). The slope is \(-2.891\times10^{-5}\) Å\(^{-2}\). In eV and Å, with \(m\) in electron masses and \(\hbar^2/m_e=7.620\) eV Å\(^2\),

\[
\frac\hbar{\tau_q}=\frac{(2.891\times10^{-5})(7.620)}{\pi(0.07004)}=1.001\times10^{-3}\ {\rm eV}.
\]

The fit to all points also gives \(1.001\times10^{-3}\) eV, or \(\tau_q=0.657\) ps, against the input 0.658 ps. The intercept is 0.009, close to the expected zero, which checks the factor 4, given the \(\nu^2\) law used to make the traces.

If the thermal factor is left in, its logarithmic derivative \(1/X-\coth X\) joins the slope. Since \(dX/d\ell^2=2\pi^2kTm\), dividing by \(-\pi m\) gives

\[
\frac1{\tau_{\rm app}}=\frac1{\tau_q}+2\pi kT\left(\coth X-\frac1X\right).
\]

The extra term vanishes as \(X\to0\) and tends to \(2\pi kT\) at large \(X\). Even at the lowest temperature here, the apparent width is \(1.137\times10^{-3}\) eV, 14% above the input. The formula, evaluated at mid-range, gives \(1.135\times10^{-3}\) eV.

## Testing the separation: a wrong mass

Let \(s\) be the slope of the corrected Dingle plot. From \(\tau_q=-\pi m/s\),

\[
\frac{d\ln\tau_q}{d\ln m}=1-\frac1s\frac{ds}{d\ln m}.
\]

Changing the assumed mass changes the plotted logarithm by \(X\coth X-1\) per unit \(\ln m\). Differentiating this with respect to \(\ell^2\) gives

\[
\frac{ds}{d\ln m}=2\pi^2kTm\,F(X),\qquad F(X)=\frac{d(X\coth X)}{dX}=\coth X-\frac X{\sinh^2X}.
\]

With \(s=-\pi m/\tau_q\),

\[
\frac{d\ln\tau_q}{d\ln m}=1+2\pi kT\tau_qF(X)=1+\frac T{T_D}F(X).
\]

The 1 comes from converting \(m/\tau_q\); the second term comes from the thermal correction. Refitting with altered masses gives 1.24 at the lowest temperature and 1.94 at the highest, in agreement with the formula. A 1% mass error thus becomes a lifetime error of about 1.2% or 1.9%. The mass is best found over a range of temperatures, and the lifetime from the coldest trace.

## Where the separation fails

Now let the lifetime depend on temperature:

\[
\frac1{\tau_q(T)}=\frac1{\tau_0}+a\,kT .
\]

This is a model in which the added rate is the same at every energy. It does not stand for inelastic scattering in general: a rate proportional to \((E-\mu)^2+\pi^2(kT)^2\) vanishes at the pole \(y=i\pi\) that sets the thermal factor, and at large \(X\) it changes only the prefactor, not the exponent. Within the model, at fixed field, the added Dingle exponent is

\[
\pi m\ell^2a\,kT=\frac a{2\pi}X .
\]

It therefore has the same temperature dependence as the thermal exponent at large \(X\):

\[
\ln\frac AT={\rm const}-X\left(1+\frac a{2\pi}\right).
\]

A mass fit absorbs the extra term and returns \(m(1+a/2\pi)\), however good the fit looks.

At smaller \(X\), a relative mass change \(\eta\) alters \(\ln\sinh X\) by \(\eta X\coth X\). Matching its slope in \(X\) to the added slope \(a/2\pi\) gives, to first order,

\[
\eta=\frac a{2\pi F}.
\]

Across a finite window, \(F\) can be approximated by the fitted slope of \(X\coth X\) against \(X\).

For \(a=0.5\), the level width grows by only 2.5% to 7.5% of its zero-temperature value over the measured range. Yet the apparent mass at filling 60 is 0.0758, larger by a factor 1.083 than without the drift; the first-order formula gives 1.084. For \(X\) from 5 to 12 the factor is 1.080, the large-\(X\) limit.

One trace of the error remains in the absolute amplitude. At large \(X\), correcting with the false mass \(m(1+\eta)\) replaces \(\sinh X/X\) by \(e^{X(1+\eta)}/[2X(1+\eta)]\). The exponentials in \(T\) cancel, but the Dingle intercept becomes \(-\ln(1+\eta)\), about \(-0.077\) for \(a=0.5\). An unknown spin factor can imitate this shift. Without independent knowledge of that factor or of \(\tau_q(T)\), the large-\(X\) data do not separate the two kinds of damping. The full set of values is in the numerical output.

## Calculated quantities

```
hbar^2/m_e = 7.61996 eV A^2
input mass = 0.070 m_e
input density = 6.0e-05 A^-2
input hbar/tau_q = 1.00e-03 eV
Fermi energy = 0.02052 eV
Kubo test: omega_c*tau = 30
Kubo vs nu^2, max error/peak = 0.0211
harmonic test: lam = 4.0, D = 0.01832
first harmonic/(4D), self-consistent = 0.99759
first harmonic/(4D), Lorentzian = 1.00034
Zeeman factor, g=2, mass 0.2 m_e = 0.8090
fixed-density test: kT/omega_c = 0.05
mu shift/omega_c, quarter period = 0.00495
same shift from formula = 0.00498
fixed-density change of harmonic = -0.00348
mass data at filling 60: kT (eV), X, amplitude
  5.00e-05  1.443  0.029236
  7.50e-05  2.164  0.020374
  1.00e-04  2.886  0.013069
  1.25e-04  3.607  0.007922
  1.50e-04  4.329  0.004619
filling, l2 (A^2), fitted mass (m_e)
  52  137934  0.07010
  60  159155  0.07001
  68  180376  0.06999
mean fitted mass = 0.07004 m_e
Dingle data at kT = 5.00e-05 eV, fillings 50 to 72
filling, l2 (A^2), omega_c (eV), amplitude, ln reduced
  50  132629  8.208e-04  0.069338  -3.8245
  56  148545  7.328e-04  0.041347  -4.2859
  62  164460  6.619e-04  0.024567  -4.7459
  68  180376  6.035e-04  0.014537  -5.2053
  72  190986  5.700e-04  0.010222  -5.5115
fitted hbar/tau_q = 1.0012e-03 eV
fitted tau_q = 0.6574 ps
input tau_q = 0.6582 ps
Dingle intercept = 0.0092
hbar/tau_q without thermal correction = 1.1369e-03 eV
same from formula = 1.1353e-03 eV
d ln tau_q/d ln m: kT (eV), refit, formula
  5.00e-05  1.239  1.240
  1.50e-04  1.941  1.940
lifetime drift coefficient a = 0.5
apparent mass with drift = 0.07585 m_e
mass ratio drift/no drift = 1.0834
same ratio from formula = 1.0841
mass ratio, X from 5 to 12 = 1.0796
large-X limit 1+a/(2 pi) = 1.0796
```
